# Five and six Coulomb grains in a two-dimensional harmonic trap

## Result and scope

Five identical Coulomb grains in an isotropic two-dimensional harmonic trap settle, in their lowest minimum found, on a regular pentagon with an empty centre. Six grains do not form a hexagon: one sits at the centre and the other five form a regular pentagon around it. The energies are $11.6922\,E_0$ and $16.8273\,E_0$, with $E_0$ defined below.

The energies and shapes of these states follow from algebra. That no lower state exists is inferred from repeated minimization from random starts. This is strong numerical evidence, not a proof.

## Scaled energy

Let each grain have charge $q$ and mass $m$, and let the trap have angular frequency $\omega$. With $K=q^2/(4\pi\varepsilon_0)$ and positions $\boldsymbol\rho_i$ in the plane,

$$E_{\rm SI}=\tfrac12 m\omega^2\sum_i\rho_i^2+K\sum_{i<j}\frac1{|\boldsymbol\rho_i-\boldsymbol\rho_j|}.$$

Put $\boldsymbol\rho_i=r_0\mathbf r_i$. The two sums acquire the factors $m\omega^2r_0^2/2$ and $K/r_0$. They are equal if

$$r_0=\left(\frac{2K}{m\omega^2}\right)^{1/3},\qquad E_0=\tfrac12m\omega^2r_0^2 .$$

In these units no parameter except the grain number $N$ remains:

$$E=T+U,\qquad T=\sum_i r_i^2,\qquad U=\sum_{i<j}\frac1{d_{ij}},\qquad d_{ij}=|\mathbf r_i-\mathbf r_j|.$$

Charge, mass and trap strength therefore set the size of the cluster but not its shape, as long as the repulsion is unscreened.

Stretching all positions by a factor $s$ gives $E(s)=s^2T+U/s$. At a stationary state $E'(1)=2T-U=0$, so $U=2T$ and

$$E=3T.$$

Of two stationary states, the lower one thus has the smaller sum of squared radii.

## Why the preference changes

Place $n$ grains evenly on a circle of radius $R$, with $c=0$ or $1$ grain at its centre. Grains $k$ places apart are separated by $2R\sin(\pi k/n)$. Summing over every grain and every $k$ counts each pair twice, so the ring's own repulsion is $nS_n/(2R)$, where

$$S_n=\sum_{k=1}^{n-1}\frac1{2\sin(\pi k/n)}.$$

The central grain adds $cn/R$, and has no trap energy. Hence

$$E(R)=nR^2+\frac nR\left(\frac{S_n}2+c\right).$$

Setting $dE/dR=2nR-n(S_n/2+c)/R^2$ to zero gives

$$R^3=\frac12\left(\frac{S_n}2+c\right),\qquad E=3nR^2,$$

the second relation being $E=3T$. This is stationary against every displacement, not just a change of $R$. Reflection symmetry makes the force on a ring grain radial, rotation symmetry makes it equal for all ring grains, and the force on the central grain vanishes.

For five grains, $S_5=2.7528$ and $S_4=1.9142$. The pentagon has $R^3=0.6882$, $R^2=0.7795$ and $E=15R^2=11.692$. The square with a central grain has $R^3=0.9786$, $R^2=0.9857$ and $E=12R^2=11.828$.

For six grains, $S_6=3.6547$. The hexagon has $R^3=0.9137$, $R^2=0.9416$ and $E=18R^2=16.949$. The centred pentagon has $R^3=1.1882$, $R^2=1.1218$ and $E=15R^2=16.827$.

Moving one grain to the centre has two effects on $E=3nR^2$: fewer grains pay trap energy, but the ring is pushed outward. For $N=5$ the factors are $4/5$ and $0.9857/0.7795=1.2645$, whose product is $1.0116$: the energy rises. For $N=6$ they are $5/6$ and $1.1914$, with product $0.9928$: it falls. Within these two families the empty ring is also lower at $N=4$ and the centred ring at $N=7$ and $8$. This comparison alone does not show that those states are minima.

## Gradient and curvature

The search must allow arbitrary shapes. Differentiating $E$ gives

$$\mathbf g_i=2\mathbf r_i-\sum_{j\ne i}\frac{\mathbf r_i-\mathbf r_j}{d_{ij}^3}.$$

For a pair with separation vector $\mathbf d=d\,\mathbf n$ and a small relative displacement $\boldsymbol\delta$,

$$|\mathbf d+\boldsymbol\delta|^{-1}=\frac1d\left(1+\frac{2\mathbf n\cdot\boldsymbol\delta}{d}+\frac{\delta^2}{d^2}\right)^{-1/2}.$$

Using $(1+x)^{-1/2}\simeq1-x/2+3x^2/8$, the second-order part is

$$\frac{-\delta^2+3(\mathbf n\cdot\boldsymbol\delta)^2}{2d^3}
=\frac{2\delta_\parallel^2-\delta_\perp^2}{2d^3}.$$

Displacement along the pair is resisted, while displacement across it lowers the repulsion. The matrix of second derivatives $H$ therefore has the $2\times2$ blocks

$$H_{ii}=2I+\sum_{j\ne i}A_{ij},\qquad H_{ij}=-A_{ij},\qquad
A_{ij}=\frac{3\mathbf n_{ij}\mathbf n_{ij}^{\rm T}-I}{d_{ij}^3}.$$

At a stationary state some eigenvalues are known beforehand. Rigid rotation costs nothing and gives $0$. Moving the whole cluster leaves $U$ unchanged and gives $2$ twice. For uniform stretching, write the gradient at $s\mathbf x$ as $2s\mathbf x+\mathbf G/s^2$, where $\mathbf x$ collects all coordinates and $\mathbf G$ is the gradient of $U$ at $\mathbf x$. Stationarity gives $\mathbf G=-2\mathbf x$. Differentiating at $s=1$ yields $H\mathbf x=2\mathbf x-2\mathbf G=6\mathbf x$, so the breathing curvature is $6$. A stationary state is a minimum, apart from its orientation, when every eigenvalue except the rotational zero is positive.

## The algorithm

1. Draw $N$ positions uniformly in a disc of radius $2r_0$. Uniform density requires radii $2\sqrt u$, with $u$ uniform between 0 and 1.
2. Descend by the BFGS method. It moves along $-B\mathbf g$, where $B$ approximates $H^{-1}$. After a step $\mathbf s$ that changes the gradient by $\mathbf y$, it sets
$$B'=(I-\eta\mathbf s\mathbf y^{\rm T})B(I-\eta\mathbf y\mathbf s^{\rm T})+\eta\mathbf s\mathbf s^{\rm T},\qquad \eta=\frac1{\mathbf y\cdot\mathbf s}.$$
The last bracket annihilates $\mathbf y$, so $B'\mathbf y=\mathbf s$: the new matrix reproduces the measured curvature. Stop when the largest gradient component is below $10^{-6}$.
3. Polish with five Newton steps. Since $H$ is singular for rotation, solve
$$(H+10\,\mathbf t\mathbf t^{\rm T})\boldsymbol\Delta=-\mathbf g,$$
where $\mathbf t$ is the unit vector of rigid rotation. Rotation invariance gives $\mathbf g\cdot\mathbf t=0$, so the added term does not move the stationary point.
4. Compute the lowest eigenvalue of $H+10\,\mathbf t\mathbf t^{\rm T}$, to reject saddles. Group the minima whose energies differ by less than $10^{-6}E_0$, and read the shape from radii and angles.

With 300 starts for each $N$, two minima appeared in each case:

| $N$ | Shape | $E/E_0$ | Hits | Lowest curvature |
|---|---|---:|---:|---:|
| 5 | pentagon | 11.6922 | 217 | 1.0586 |
| 5 | centred square | 11.8278 | 83 | 0.4035 |
| 6 | centred pentagon | 16.8273 | 237 | 0.8444 |
| 6 | buckled hexagon | 16.9486 | 63 | 0.0393 |

Curvatures are in $E_0/r_0^2$, without the rotational zero. A single descent can thus end in the wrong state, which is why many starts are needed.

## Error analysis

**Convergence error.** Near a minimum, a residual gradient $\mathbf g$ means a displacement $H^{-1}\mathbf g$ and an excess energy $\tfrac12\mathbf g^{\rm T}H^{-1}\mathbf g$, with rotation excluded. To leading order, if $h$ is the lowest curvature,

$$|\delta\mathbf x|\le\frac{|\mathbf g|}{h},\qquad \delta E\le\frac{|\mathbf g|^2}{2h}.$$

The buckled hexagon is the worst case, with $h=0.039$. When BFGS stops, its 12 gradient components allow $|\mathbf g|\le3.5\times10^{-6}$. The position error may then reach about $9\times10^{-5}r_0$, although the energy error is at most about $2\times10^{-10}E_0$. Energy converges well before geometry because its error is quadratic. Newton polishing brings $|\mathbf g|$ below $10^{-9}$, and the position bound falls to about $3\times10^{-8}r_0$. The gaps between minima, $0.136E_0$ and $0.121E_0$, are far larger than these errors.

**Sampling error.** Suppose a fraction $p$ of starts leads to some minimum. Then $M$ independent starts all miss it with probability

$$P_{\rm miss}=(1-p)^M.$$

For $M=300$, $P_{\rm miss}=0.05$ at $p=0.99\%$. A minimum with a larger share would be missed less than once in twenty such searches. One with a much smaller share could escape, and no finite $M$ excludes it.

The hit shares have their own statistical error, $\sqrt{p(1-p)/M}$. The lowest states received $72\pm3\%$ of starts for $N=5$ and $79\pm2\%$ for $N=6$. These shares belong to this start distribution and this minimizer; they are not thermal probabilities.

**Dependence on the method.** A second search followed the damped motion $\ddot{\mathbf x}=-\mathbf g-\dot{\mathbf x}$ from 200 Gaussian starts, with unit standard deviation in each coordinate. It used 3000 time steps of $0.03$ and limited each force component to $20$ in magnitude, to tame close initial pairs. Its lowest energies agreed with those above to $10^{-6}E_0$. The lowest state was reached in 140 runs for $N=5$ and 158 for $N=6$.

## The hexagon is a saddle

The second state for $N=6$ is not the regular hexagon. To see why, move its grains alternately outward and inward by $a$. Let $\mathbf e_j$ be the unit radial vector of grain $j$.

- Adjacent grains have relative displacement $\pm a(\mathbf e_j+\mathbf e_l)$, perpendicular to their separation. Its square is $4a^2\cos^2 30^\circ=3a^2$, and $d=R$. Each of the six pairs contributes $-3a^2/(2R^3)$, in total $-9a^2/R^3$.
- Second neighbours have relative displacement $\pm a(\mathbf e_j-\mathbf e_l)$, along their separation. Its square is $4a^2\sin^2 60^\circ=3a^2$, and $d^3=3\sqrt3R^3$. The six pairs give $6a^2/(\sqrt3R^3)=2\sqrt3\,a^2/R^3$.
- Opposite grains move by the same vector and contribute nothing.

The trap adds $6a^2$. Therefore

$$\Delta E=a^2\left[6-\frac{9-2\sqrt3}{R^3}\right].$$

The squared length of this displacement in coordinate space is $6a^2$, so $\Delta E=\tfrac12\lambda(6a^2)$. With $R^3=S_6/4$,

$$\lambda=2-\frac{12-8/\sqrt3}{S_6}=-0.0196 .$$

The rise in trap energy almost balances the fall in repulsion energy, but not quite. Diagonalizing $H$ shows that this is the only unstable direction.

Relaxing the displaced hexagon gives two interlocked triangles with radii $0.934r_0$ and $1.006r_0$. Their energy is just $3.8\times10^{-5}E_0$ below that of the hexagon. A quartic model explains these small numbers. Let $s$ be the length of the displacement, let the other coordinates follow, and write

$$\Delta E(s)=-\frac{\mu}{2}s^2+\frac b4s^4,\qquad \mu=|\lambda|,\quad b>0.$$

Stationarity gives $s_0^2=\mu/b$. The curvature there is $-\mu+3bs_0^2=2\mu=0.039$, as in the table. The depth is $\mu s_0^2/4$. Half the difference of the radii is $a=0.0360$, so $s_0^2=6a^2=0.0078$ and the depth is $3.8\times10^{-5}E_0$, again in agreement.

This state shows why the grouping tolerance matters. A tolerance of $10^{-4}E_0$ could not have told the buckled minimum from the regular saddle by energy.

## Dust grains above a discharge electrode

Consider polymer spheres levitated in the sheath of a low-pressure radio-frequency discharge. Rough typical values are a diameter of 9 µm, a density of 1500 kg/m³, a charge of $10^4$ elementary charges and a horizontal trap frequency of 2 Hz. The mass is density times $\pi D^3/6$, or $5.7\times10^{-13}$ kg. With $\omega=2\pi\times2\ {\rm s}^{-1}$, the scaling formulas give $r_0=799$ µm and $E_0=180$ eV. The ring radii are

$$R_5=0.883\,r_0=706\ \text{µm},\qquad R_6=1.059\,r_0=846\ \text{µm},$$

and the energies are about 2.1 and 3.0 keV. The inputs are rough, so the later digits of these lengths serve only to compare one case with another. In a real sheath the repulsion is not bare, because the plasma screens the charges. For a rough screening length of 1 mm, replace $1/d$ by $e^{-\kappa d}/d$ with $\kappa=r_0/(1\ \text{mm})=0.80$. Repeating the BFGS search from 60 starts for each $N$, with the trap and charge held fixed, gives the same two shapes. The radii shrink by about 9%, to 644 and 768 µm, and the energies fall by 43% and 44% relative to the bare values. At this screening length the two arrangements thus remain the lowest found, although the energies fall strongly. Ion wakes, unequal grains and charge fluctuations are left out, and their effect is not estimated.

In the bare model the gaps to the second minima are 24 eV for $N=5$ and 22 eV for $N=6$. The thermal energy at 300 K is 0.026 eV, so in equilibrium at that temperature the upper states would be very rare. A gap is not a barrier, however: a cluster prepared in an upper minimum may stay there, and the escape barriers were not computed. For bare repulsion the buckling gain is only 0.007 eV, less than the thermal energy, so in that model thermal motion at 300 K would blur the distinction between the buckled and the regular hexagon. This does not carry over to screened grains, because the small bare curvature is a near-cancellation. With the 1 mm screening length the curvature of the alternating motion is $-0.22$, the two radii become $0.78r_0$ and $0.97r_0$, and the gain is 0.56 eV, about twenty times the thermal energy. The gaps to the second minima change little, to 22 eV for $N=5$ and 25 eV for $N=6$.

The cluster must also stay flat. Let $\beta$ be the ratio of vertical to horizontal trap frequency. For small heights $z_i$, expanding $1/\sqrt{d^2+(z_i-z_j)^2}$ gives

$$\Delta E=\beta^2\sum_i z_i^2-\sum_{i<j}\frac{(z_i-z_j)^2}{2d_{ij}^3}.$$

Writing the second sum as $\tfrac12\mathbf z^{\rm T}L\mathbf z$, stability requires $\beta^2>\Lambda/2$, where $\Lambda$ is the largest eigenvalue of $L$. For the centred pentagon the critical motion lifts the central grain against the ring, with $\mathbf z\propto(5,-1,-1,-1,-1,-1)$. The central row of $L\mathbf z$ is $5(5+1)/R^3$, so $\Lambda=6/R^3=5.05$. The vertical frequency must exceed $2\sqrt{5.05/2}=3.2$ Hz. Diagonalizing $L$ for the empty pentagon gives 2.7 Hz. These thresholds are for bare repulsion. With the 1 mm screening length used above, they become 3.3 Hz for six grains and 2.7 Hz for five. A rough vertical frequency of 15 Hz satisfies the conditions in both cases. The grain diameter is about 1% of the smallest spacing, which supports treating the grains as points.
